\section*{Berry-curvature splitting of 2p excitons in gapped Dirac bands}

\section{What symmetry and dimensions fix}

Consider one electron and one hole in one valley of a two-dimensional crystal with gapped Dirac bands,
\begin{equation}
H_\tau(\mathbf k)=v(\tau k_x\sigma_x+k_y\sigma_y)+\Delta\sigma_z ,\qquad \tau=\pm1 .
\label{dirac}
\end{equation}
The gap is $2\Delta$. Atomic units are used in the algebra. The electron and hole attract through a static central potential $V(r)$, and their total momentum is zero. Rotation symmetry then labels the relative motion by an integer $m$; the states $2p_\pm$ have $m=\pm1$.

Complex conjugation gives $H_{-\tau}(\mathbf k)=H_\tau(-\mathbf k)^*$, so time reversal exchanges the valleys and reverses $m$:
\begin{equation}
E_\tau(m)=E_{-\tau}(-m).
\end{equation}
This does not forbid a splitting within one valley, but it makes $\delta=E(2p_+)-E(2p_-)$ odd in $\tau$. The Berry curvature is also odd in $\tau$ and has the dimension of length squared. If $\delta$ starts linearly in the curvature $\Omega$, the remaining factor must be an energy over a length squared. The potential can supply $V'/r$ or $V''$, with $V'=dV/dr$ and $V''=d^2V/dr^2$. Dimensions do not choose between them; the derivations below select the first:
\begin{equation}
\delta=C\,\Omega\left\langle V'/r\right\rangle .
\label{form}
\end{equation}
Two derivations below give $C=-1$, where $\Omega$ is the conduction-band curvature minus the valence-band curvature at $\mathbf k=0$. For a Coulomb potential the result is curvature times binding energy over radius squared, with a numerical factor that depends on which radius is meant.

\section{The pair state}

Let $u_c(\mathbf k)$ and $u_v(\mathbf k)$ be the normalized conduction and valence spinors. A missing valence electron contributes the complex-conjugate spinor, so the pair function is
\begin{equation}
\Psi(\mathbf r)=\int\!\frac{d^2k}{(2\pi)^2}A(\mathbf k)e^{i\mathbf k\cdot\mathbf r}w(\mathbf k),\qquad w=u_c\otimes u_v^* ,
\label{pair}
\end{equation}
where $\mathbf r$ points from hole to electron. Projecting $V(r)$ onto these states gives
\begin{equation}
[\varepsilon_c-\varepsilon_v]A(\mathbf k)+\int\!\frac{d^2k'}{(2\pi)^2}V(\mathbf k-\mathbf k')F(\mathbf k,\mathbf k')A(\mathbf k')=EA(\mathbf k),
\label{bse}
\end{equation}
with $V(\mathbf q)=\int d^2r\,V(r)e^{-i\mathbf q\cdot\mathbf r}$ and
\begin{equation}
F=\langle w(\mathbf k)|w(\mathbf k')\rangle
=\langle u_c(\mathbf k)|u_c(\mathbf k')\rangle\langle u_v(\mathbf k')|u_v(\mathbf k)\rangle .
\end{equation}
Equation \eqref{bse} leaves out electron--hole exchange, coupling to anti-resonant pairs and the frequency dependence of screening. Both derivations start from it or from \eqref{pair}.

\section{First derivation: expand the Bloch overlaps}

Take $\tau=+1$. Let $\varepsilon=\sqrt{\Delta^2+v^2k^2}$, $\cos\theta=\Delta/\varepsilon$, $\sin\theta=vk/\varepsilon$, $c=\cos(\theta/2)$ and $s=\sin(\theta/2)$. With $\phi$ the angle of $\mathbf k$,
\begin{equation}
u_c=\begin{pmatrix}c\\ se^{i\phi}\end{pmatrix},\qquad
u_v=\begin{pmatrix}-se^{-i\phi}\\ c\end{pmatrix}.
\label{spinors}
\end{equation}
The upper component of $H_+u_c$ is $\Delta c+vks=\varepsilon(c\cos\theta+s\sin\theta)=\varepsilon c$, which confirms the conduction energy; $u_v$ is orthogonal to $u_c$. Both spinors are smooth at $\mathbf k=0$, because $s$ vanishes there. This choice fixes the meaning of $m$: multiplying a spinor by $e^{i\phi}$ would shift every envelope label by one without changing the spectrum.

Primes denote quantities at $\mathbf k'$. Each of the two overlaps equals $cc'+ss'e^{i(\phi'-\phi)}$, so
\begin{equation}
F=\left[cc'+ss'e^{i(\phi'-\phi)}\right]^2 .
\label{fullF}
\end{equation}
Define $W=v^2/\Delta^2$. For $Wk^2\ll1$, $s\simeq\sqrt W\,k/2$ and $c\simeq1-Wk^2/8$. The bracket becomes
\begin{equation}
1-\frac W8(k^2+k'^2)+\frac W4kk'e^{i(\phi'-\phi)} .
\end{equation}
Squaring doubles the small terms. Since $kk'\cos(\phi'-\phi)=\mathbf k\cdot\mathbf k'$ and $kk'\sin(\phi'-\phi)=(\mathbf k\times\mathbf k')_z$,
\begin{equation}
F=1-\frac W4|\mathbf k-\mathbf k'|^2+\frac{iW}{2}(\mathbf k\times\mathbf k')_z+O(W^2k^4).
\label{expand}
\end{equation}
In the last symbol $k$ stands for the larger of the two momenta.

The real correction multiplies $V(\mathbf q)$ by $-Wq^2/4$. Since $-q^2V(\mathbf q)$ is the transform of $\nabla^2V$, it adds $(W/4)\nabla^2V$. In the imaginary correction, $\mathbf k$ comes from a momentum operator to the left of $V$ and $\mathbf k'$ from one to the right:
\begin{equation}
\frac{iW}{2}(p_xVp_y-p_yVp_x).
\end{equation}
Move each left-hand momentum through $V$ with $p_jV=Vp_j-i\partial_jV$. The terms $Vp_xp_y$ cancel, leaving
\begin{align}
p_xVp_y-p_yVp_x
&=-i\left[(\partial_xV)p_y-(\partial_yV)p_x\right]\nonumber\\
&=-i\frac{V'}r(xp_y-yp_x)=-i\frac{V'}rL_z .
\end{align}
Multiplication by $iW/2$ gives $+(W/2)(V'/r)L_z$. In the other valley $k_x$ is replaced by $-k_x$, which reverses $(\mathbf k\times\mathbf k')_z$ and hence this term.

The band energy also needs expansion:
\begin{equation}
2\varepsilon=2\Delta+\frac{k^2}{2\mu}-\frac{Wk^2}{4}\,\frac{k^2}{2\mu}+\cdots,\qquad \mu=\frac{\Delta}{2v^2}.
\end{equation}
To first order in $W$ at fixed $\mu$, the exciton equation is therefore
\begin{equation}
\left[2\Delta+\frac{p^2}{2\mu}-\frac{Wp^4}{8\mu}+V+\frac W4\nabla^2V+\frac{\tau W}{2}\frac{V'}rL_z\right]\psi=E\psi .
\label{effective}
\end{equation}

The last term has the form of a spin--orbit coupling in which the valley index takes the place of the spin. It commutes with $L_z$, so it does not mix $2p_+$ with $2p_-$. The other corrections are even in $m$ and shift both levels equally at this order. First-order perturbation theory gives
\begin{equation}
\delta=\tau W\left\langle\frac{V'}r\right\rangle_{2p}.
\label{split1}
\end{equation}
For an attraction that weakens steadily with distance, $V'>0$, and $2p_+$ lies higher for $\tau=+1$.

The splitting also has a dynamical meaning. An equal superposition of the two states starts as $\cos\phi_r$, where $\phi_r$ is the angle of $\mathbf r$, and evolves into $\cos(\phi_r-\delta t/2)$ apart from an overall phase. The $p$ orbital turns at angular frequency $\delta/2$.

\section{Second derivation: non-commuting coordinates}

The same splitting follows from the position operator. In \eqref{pair}, $\mathbf r e^{i\mathbf k\cdot\mathbf r}=-i\nabla_ke^{i\mathbf k\cdot\mathbf r}$. Integration by parts moves the derivative onto $Aw$ with a plus sign. Projecting the result back onto $w$ gives
\begin{equation}
\mathbf R=i\nabla_k+\boldsymbol{\mathcal A},\qquad
\boldsymbol{\mathcal A}=i\langle w|\nabla_kw\rangle=\boldsymbol{\mathcal A}_c-\boldsymbol{\mathcal A}_v ,
\label{position}
\end{equation}
where $\boldsymbol{\mathcal A}_n=i\langle u_n|\nabla_ku_n\rangle$. The minus sign arises because $\langle u_v|\nabla_ku_v\rangle$ is imaginary and the hole spinor is conjugated. The components of $\mathbf R$ do not commute:
\begin{equation}
[R_x,R_y]=i(\partial_{k_x}\mathcal A_y-\partial_{k_y}\mathcal A_x)=i\Omega .
\end{equation}

For the spinors \eqref{spinors}, the derivatives of $c$ and $s$ cancel because $c^2+s^2=1$. The phases give $\boldsymbol{\mathcal A}_c=-s^2\nabla_k\phi$ and $\boldsymbol{\mathcal A}_v=+s^2\nabla_k\phi$. Using $2s^2=1-\Delta/\varepsilon$ and $|\nabla_k\phi|=1/k$,
\begin{equation}
\mathcal A_\phi=-\frac{1-\Delta/\varepsilon}{k},\qquad
\Omega(k)=\frac1k\frac{d(k\mathcal A_\phi)}{dk}=-\frac{\Delta v^2}{\varepsilon^3}.
\label{curvature}
\end{equation}
At $k=0$ this is $-W$, and with the valley sign $\Omega=-\tau W$. Each band contributes half of it.

If the exciton occupies only momenta with $Wk^2\ll1$, the curvature is nearly constant and $\boldsymbol{\mathcal A}\simeq(\Omega/2)(-k_y,k_x)$. Write $(x,y)=i\nabla_k$ and $r^2=x^2+y^2$. Then
\begin{align}
R^2&=\left(x-\frac{\Omega k_y}{2}\right)^2+\left(y+\frac{\Omega k_x}{2}\right)^2\nonumber\\
&=r^2-\Omega(xk_y-yk_x)+\frac{\Omega^2k^2}{4}
=r^2-\Omega L_z+\frac{\Omega^2k^2}{4}.
\label{R2}
\end{align}
There is no ordering ambiguity in the cross terms, since $x$ commutes with $k_y$ and $y$ with $k_x$.

Now assume that the interaction may be represented by $V$ evaluated at the projected distance. Because $L_z$ commutes with $r^2$, the first-order change is an ordinary derivative with respect to $r^2$:
\begin{equation}
V(\sqrt{R^2})=V(r)-\Omega L_z\frac{dV}{d(r^2)}+O(\Omega^2)
=V(r)-\frac\Omega2\frac{V'}rL_z+O(\Omega^2).
\end{equation}
Thus
\begin{equation}
\delta=-\Omega\left\langle\frac{V'}r\right\rangle_{2p},
\label{split2}
\end{equation}
which is \eqref{split1} and fixes $C=-1$ in \eqref{form}.

\section{Two potentials}

\subsection{Coulomb attraction}

For $V=-g/r$, let $a=1/(\mu g)$ and try the radial function $f=re^{-\beta r}$. With $m^2=1$,
\begin{equation}
f''+\frac{f'}r-\frac f{r^2}=(\beta^2r-3\beta)e^{-\beta r}.
\end{equation}
In the radial Schrödinger equation the terms without a factor $r$ require $3\beta/(2\mu)=g$, so $\beta=2/(3a)$. The terms proportional to $r$ give the binding energy
\begin{equation}
E_b=\frac{\beta^2}{2\mu}=\frac29\frac ga .
\end{equation}
The radial probability is proportional to $r^3e^{-2\beta r}$. From $\int_0^\infty r^ne^{-2\beta r}dr=n!/(2\beta)^{n+1}$,
\begin{equation}
\langle r^{-3}\rangle=\frac{(2\beta)^3}{6}=\frac{32}{81a^3},\qquad
\langle r^2\rangle=\frac{20}{(2\beta)^2}=\frac{45a^2}{4}.
\end{equation}
Since $V'/r=g/r^3$,
\begin{equation}
|\delta|=\frac{32}{81}\frac{Wg}{a^3}=\frac{16}{9}\frac{WE_b}{a^2}=20\,\frac{WE_b}{\langle r^2\rangle}.
\label{coulomb}
\end{equation}
The scaling is the expected one, but the estimate with unit prefactor is low by a factor of 20 if the radius is the rms radius. With the Bohr radius $a$ the factor is close to 2.

The integrand of $\langle r^{-3}\rangle$ stays finite down to $r=0$, so distances below $\sqrt W$, where \eqref{expand} cannot be trusted, still contribute. To see how much this matters, \eqref{bse} can be solved with the full $F$ and the full band energy. Squaring \eqref{fullF} separates the interaction into angular orders $m$, $m+1$ and $m+2$, with weights $c^2$, $\sqrt2\,cs$ and $s^2$ on the radial envelope. A Hankel transform of each part gives a function of $r$, and the interaction energy is the sum of three integrals over $r$, each of $V$ times the square of one of these functions. The envelope was expanded in 20 Gaussians and the resulting matrix diagonalized.

For $\sqrt W/a=0.025$, $0.05$ and $0.1$, the full splitting exceeds \eqref{coulomb} by about 0.3\%, 1.1\% and 4.6\%. The last value is sensitive to the large-momentum tail: the 20-Gaussian basis gives 4.4\%, and 4.6\% is reached when momenta up to about $100/\sqrt W$ are kept. The excess grows about fourfold when $\sqrt W/a$ doubles, so over this range it behaves as $W/a^2$.

\subsection{A smooth attraction}

For $V=-g/\sqrt{r^2+d^2}$,
\begin{equation}
\frac{V'}r=\frac{g}{(r^2+d^2)^{3/2}} .
\end{equation}
When the exciton is much smaller than $d$, this is nearly constant and $\delta\simeq\tau Wg/d^3$. The potential is then a harmonic well, and the splitting no longer depends on the size of the orbital.

For $g=v$ and $d=15\sqrt W$, the full splitting is 1.5\% below the first-order value; for $d=30\sqrt W$ it is 0.6\% below. Here the average was taken in the state with full band energy but $F=1$. The shift of the mean $2p$ level from that state differs from $(W/4)\langle\nabla^2V\rangle$ by 3.3\% and 1.1\% of the latter. Both terms of \eqref{expand} thus become more accurate as the potential is made smoother at fixed $g$.

\section{A monolayer-like example}

The parameters are rough values in the regime of a semiconducting transition-metal dichalcogenide monolayer between boron nitride layers: gap 1.8~eV, $\hbar v=3.5$~eV~\AA, screening length $r_0=40$~\AA\ and surrounding dielectric constant $\kappa=4$. The interaction is the Rytova--Keldysh potential. With $e^2$ short for $e^2/(4\pi\epsilon_0)$,
\begin{equation}
V(q)=-\frac{2\pi e^2}{q(\kappa+r_0q)} .
\end{equation}
The reduced mass is 0.28 electron masses, and
\begin{equation}
W=\left(\frac{3.5}{0.9}\right)^2=15.1\ \text{\AA}^2 .
\end{equation}

Numerical solution with a parabolic band and $F=1$ gives $E_b(2p)=0.0766$~eV and an rms radius of 33.7~\AA\ (3.4~nm). The simple estimate is
\begin{equation}
\frac{WE_b}{\langle r^2\rangle}=\frac{15.1\times0.0766}{33.7^2}\ \text{eV}=0.0010\ \text{eV}.
\end{equation}
Evaluating $W\langle V'/r\rangle$ in the same state gives 0.0065~eV (6.5~meV), so the prefactor is 6.3. It is not the Coulomb value of 20: the factor depends on the potential as well as on the choice of radius.

The full pair equation places $2p_+$ at $-0.0763$~eV and $2p_-$ at $-0.0829$~eV relative to the band edge. The difference, taken before the levels are rounded, is 0.0065~eV, about 1\% above first order. This closeness belongs to one set of parameters and may include cancellation between higher-order terms. The $1s$ and $2s$ levels lie at $-0.221$ and $-0.060$~eV, so both $2p$ levels are below $2s$ in this model.

A $1s$ binding energy near 0.2~eV is of the right size for such encapsulated layers, but the parameters do not describe one particular material. The splitting is less certain than its agreement with perturbation theory suggests:
\begin{itemize}
\item Dividing the pair kinetic energy by 1.1, with $W$ and $V$ fixed, raises the splitting to 0.0078~eV. Bands outside the two-band model can cause such a change of mass.
\item Raising $\kappa$ to 5, with $r_0$ and the bands fixed, lowers it to 0.0044~eV. A static dielectric constant is itself an approximation.
\item Local exchange acts on $2p_-$ for $\tau=+1$, because the factor $cse^{i\phi}$ in the pair density cancels its angular phase. A rough estimate uses the six shortest reciprocal vectors of a lattice with constant 3.3~\AA, bare Coulomb repulsion and the pair charge in one of the two orbitals, taken as a flat, two-dimensional Gaussian of width 0.6~\AA. It gives an upward shift of 0.003~eV, which would remove about half of the splitting. The number depends strongly on the assumed charge shape: it runs from about 0.011 to 0.001~eV as the width goes from 0.4 to 0.8~\AA, and a three-dimensional Gaussian of width 0.6~\AA\ gives only 0.0013~eV. Screening is ignored and would reduce this shift. The opposite charge in the other orbital is also ignored, and its effect depends on the positions of the two orbitals. For equal Gaussians the shift cancels if both sit on the same site, and it triples if they sit on neighbouring honeycomb sites. Without screening, the tripled shift is about 0.010~eV for the flat Gaussian, which would reverse the order of the two levels, but about 0.004~eV for the three-dimensional one, which would not. The estimate does not settle the order in that case.
\item Trigonal warping enters the levels in second order. For nearest-neighbour honeycomb bands with the same lattice constant, its estimated size is 0.0002~eV.
\item Anti-resonant pairs have the energy scale $E_b^2/(2\Delta)=0.003$~eV. This scale leaves out the two interband overlaps in their coupling. Each has magnitude about $\sqrt W|\mathbf k-\mathbf k'|/2$ at small momenta, so the coupling is reduced by a factor of order $W|\mathbf k-\mathbf k'|^2/4$. The level shift contains the square of the coupling and is well below this scale for a $2p$ exciton much larger than $\sqrt W$.
\end{itemize}
Exchange and the dielectric environment are therefore the main uncertainties among the effects sized here.

The splitting corresponds to 76~K, while $k_BT$ at 300~K is 0.026~eV; thermal broadening of that order would hide it. Two further scales limit the isolated-exciton picture. The field $E_b/(e\sqrt{\langle r^2\rangle})$ is 0.23~MV/cm, and the density $1/(\pi\langle r^2\rangle)$ is $2.8\times10^{12}$~cm$^{-2}$. At this density the area per exciton is $\pi\langle r^2\rangle$, and evenly spaced neighbours are only about twice the rms electron--hole distance apart. The isolated-exciton picture is meant for much lower densities. Ionization sets in well below the field given. At large distance the attraction is $-e^2/(\kappa r)$, and a field $\mathcal F$ lowers the top of the barrier to $-2\sqrt{e^2(e\mathcal F)/\kappa}$. This meets the $2p$ level at $e\mathcal F=\kappa E_b^2/(4e^2)$, which is about 0.04~MV/cm. Fields of similar size also mix $2p_+$ with $2p_-$ through the nearby $2s$ level. The energy $e$ times field times rms radius reaches the $2p$--$2s$ spacing of about 0.02~eV at 0.06~MV/cm, and near such fields the two states no longer have definite $m$.

\section{What each derivation assumes}

Both derivations need a static central potential, isotropic bands, zero total momentum and an exciton much larger than $\sqrt W$. They differ in how they treat the projection onto the two bands.

The overlap expansion projects the potential itself. It uses the explicit Dirac spinors and keeps every term of first order in $W$. It therefore establishes that, within \eqref{bse}, no other term of that order distinguishes $m=+1$ from $m=-1$.

The coordinate derivation uses less information about the bands: only a relative curvature that is nearly constant over the occupied momenta. It applies equally to other isotropic band pairs with that property. Its additional assumption is that the projected potential equals the potential of the projected coordinate. The case $V=r^2$ shows what this misses. Let $P$ project onto the pair states and $Q=1-P$. Then
\begin{equation}
P\,\mathbf r\cdot\mathbf r\,P=R^2+P\,\mathbf r\,Q\cdot\mathbf r\,P .
\end{equation}
The last term describes excursions out of the pair states, in which the electron spinor enters the valence band or the hole spinor the conduction band. It equals $\sum_j\langle\partial_jw|(1-|w\rangle\langle w|)|\partial_jw\rangle$, the trace of the quantum metric. At $\mathbf k=0$, each spinor contributes $W/4$ for each direction, so two spinors and two directions give $W$. This is $(W/4)\nabla^2r^2$, the metric term of \eqref{effective}.

The omission changes the $2p$ energies but not their first-order splitting, because the metric of isotropic bands adds a central potential. With anisotropic bands $m$ is no longer conserved. The metric and the kinetic energy can then couple $m=+1$ to $m=-1$, and \eqref{split2} is no longer the full splitting.

All numerical values are calculated from the stated model.
